# Comment on lowering switch resistance to reduce sampled thermal noise

**The argument under review.** A sampling circuit connects a capacitor $C$ to a signal source through a transistor switch, then opens the switch to hold the voltage. The submission reasons as follows: "The switch in its on state is a resistor $R$. A resistor at temperature $T$ has a thermal noise density $4kTR$. A tenfold reduction of $R$ therefore reduces the sampled noise power tenfold." It proposes a wider switch for this purpose.

The first two sentences are sound. The third needs a bandwidth, and the submission tacitly holds it fixed. My comments concern what sets that bandwidth, what is frozen on the capacitor, and when the proposed remedy would work.

**1. The equilibrium noise, found without a bandwidth**

Let the source be an ideal fixed voltage $V_0$, and let the switch be linear and at temperature $T$. Write $v=V-V_0$ for the deviation of the capacitor voltage and $q=Cv$ for the deviation of its charge. The energy of the capacitor, less the work $QV_0$ done by the source, is

$$\frac{CV^2}{2}-CVV_0=\frac{Cv^2}{2}-\frac{CV_0^2}{2}.$$

The last term is constant, so in classical equilibrium $q$ has the Boltzmann weight $e^{-q^2/2a}$ with $a=CkT$. Since $q\,e^{-q^2/2a}=-a\,\frac{d}{dq}e^{-q^2/2a}$, integration by parts gives

$$\int q^2e^{-q^2/2a}\,dq=a\int e^{-q^2/2a}\,dq ,$$

the boundary term being zero. Hence

$$\langle q^2\rangle=kTC,\qquad \langle v^2\rangle=\frac{\langle q^2\rangle}{C^2}=\frac{kT}{C}.$$

The resistance does not appear. It provides the contact through which equilibrium is reached, but it stores no energy in this model.

For $C=10$ fF and $T=300$ K the voltage noise is $0.6436$ mV rms. In electrons this is

$$\frac{C\,v_{\rm rms}}{e}=\frac{(10^{-14}\ {\rm F})(0.6436\times10^{-3}\ {\rm V})}{1.602\times10^{-19}\ {\rm C}}\approx 40 .$$

**2. Where the resistance went**

The submission's density can be kept, provided the capacitor is kept too. The circuit obeys

$$C\frac{dv}{dt}=-\frac{v}{R}+i_n(t),$$

where $i_n$ is a white noise current of zero mean. Let the charge it delivers in a short time $dt$ have variance $D\,dt$, independent of the present $v$. Then $v$ is multiplied by $1-dt/RC$ and receives an independent kick of variance $D\,dt/C^2$. To first order in $dt$, the variance $\sigma^2$ of $v$ about its mean changes as

$$\frac{d\sigma^2}{dt}=-\frac{2\sigma^2}{RC}+\frac{D}{C^2}.$$

The equilibrium value $\sigma^2=kT/C$ must be stationary, so $D=2kT/R$. This is the density over positive and negative frequencies. With positive frequencies alone it doubles to $4kT/R$, the Johnson noise current.

The current flows into $R$ and $C$ in parallel, whose impedance is $R/(1+2\pi i fRC)$. Multiplying by its squared magnitude gives

$$S_V(f)=\frac{4kT}{R}\,\frac{R^2}{1+(2\pi fRC)^2}=\frac{4kTR}{1+(2\pi fRC)^2}.$$

At low frequency this is the submission's $4kTR$. For the total, set $u=2\pi fRC$, so that $df=du/(2\pi RC)$:

$$\int_0^\infty S_V\,df=\frac{4kTR}{2\pi RC}\int_0^\infty\frac{du}{1+u^2}
=\frac{4kTR}{2\pi RC}\,\frac{\pi}{2}
=4kTR\,\frac{1}{4RC}=\frac{kT}{C}.$$

The equivalent noise bandwidth is $1/(4RC)$. A tenfold smaller $R$ lowers the density tenfold and widens the band tenfold. With $C=10$ fF held fixed:

| $R$ (Ω) | Square root of density, $\sqrt{4kTR}$ (nV/√Hz) | Bandwidth (GHz) | Total (mV rms) | In 100 MHz (µV rms) |
|---:|---:|---:|---:|---:|
| 100 | 1.287 | 250 | 0.6436 | 12.9 |
| 1000 | 4.070 | 25 | 0.6436 | 40.7 |
| 10000 | 12.872 | 2.5 | 0.6436 | 128.6 |

In the middle row, for instance, $4.070\times10^{-9}\sqrt{25\times10^9}\approx0.644\times10^{-3}$ V.

Because $D$ was fixed by the equilibrium variance, this integral shows how $R$ cancels but is not independent evidence. A model of single electron transfers tests the spectrum in another way. It serves here only as a classical stochastic model, not as a description of how electrons move through the transistor. Let $n$ excess electrons sit on the capacitor with energy $e^2n^2/2C$, and let a transfer that changes the energy by $\Delta$ have the rate

$$w(\Delta)=\frac{1}{e^2R}\,\frac{\Delta}{e^{\Delta/kT}-1}.$$

Then $w(\Delta)/w(-\Delta)=(1-e^{-\Delta/kT})/(e^{\Delta/kT}-1)=e^{-\Delta/kT}$, which is detailed balance, and $R$ cancels from the ratio. No noise density is put in, but detailed balance again imposes the equilibrium distribution. Solved numerically for the three resistances, the model gave $40.17$ electrons rms each time, which therefore restates section 1. Its voltage spectrum agreed with $S_V$ within 0.2% at 0.2, 1 and 3 times the corner frequency $1/(2\pi RC)$. This too is a consistency check: since $w(\Delta)-w(-\Delta)=-\Delta/(e^2R)$, the rates contain the ohmic decay with time constant $RC$, and that decay together with the variance fixes the spectrum.

**3. Does opening the switch change the answer?**

With $D=2kT/R$, the variance equation becomes

$$\frac{d\sigma^2}{dt}=-\frac{2}{RC}\left(\sigma^2-\frac{kT}{C}\right).$$

While the switch opens, $R$ depends on time. If the switch stays close to thermal equilibrium at each instant, the same equation holds with $R(t)$. The difference $y=\sigma^2-kT/C$ then obeys $dy/dt=-2y/(R(t)C)$, so

$$y(t)=y(0)\exp\left[-2\int_0^t\frac{dt'}{R(t')C}\right].$$

A settled capacitor has $y(0)=0$, and $y$ stays zero however $R(t)$ rises. The noise current dies away together with the damping, and one value from the equilibrium distribution is left behind.

A second case runs against the submission's expectation. Suppose the capacitor starts from a precisely known voltage, so that $\sigma^2(0)=0$. At constant $R$,

$$\sigma^2(t)=\frac{kT}{C}\left(1-e^{-2t/RC}\right)\approx\frac{2kT\,t}{RC^2}\quad(t\ll RC).$$

Before settling, a lower resistance gives more noise, because the capacitor forgets its known start sooner. At $t=0.5RC$ the variance is $1-e^{-1}=0.632$ of $kT/C$.

Both cases were followed through an opening switch with $R(t)=R_0e^{t/\tau}$, $R_0=1$ kΩ and $\tau=R_0C$. The integral of $1/(RC)$ over all later times is then 1, so a known start should end at $1-e^{-2}=0.865$ of $kT/C$. A simulation of 40,000 random trajectories, run to $8\tau$, gave 0.863 for the known start and 1.004 for the settled start. The statistical scatter of such a variance is about 0.7%.

**4. Where the submission's conclusion does hold**

If the voltage is observed through a filter that passes frequencies from 0 to a fixed $B$, the integral stops at $u=2\pi RCB$:

$$\int_0^B S_V\,df=\frac{2kT}{\pi C}\arctan(2\pi RCB).$$

For $2\pi RCB\ll1$ the arctangent equals its argument and the result is $4kTRB$, which does fall with $R$. The last column of the table shows this: each tenfold reduction of $R$ lowers the rms value by about $\sqrt{10}$. For large $B$ the arctangent tends to $\pi/2$ and $kT/C$ returns.

The filter must act on the capacitor voltage before the value is taken, so it belongs after $C$, with the sample taken at its output while the switch is still closed; once the switch opens, the frozen value passes the filter as a constant. The formula above also assumes a filter that neither loads $C$ nor adds noise. A passive $RC$ filter between the source and the switch, with its capacitor to ground, does not help: at a single temperature the energy argument of section 1 still gives $kT/C$ on the sampling capacitor. Filtering the samples afterwards comes too late. To see why, multiply the circuit equation by an earlier $v(0)$ and average. Later noise is independent of $v(0)$, so $\langle v(0)v(t)\rangle=(kT/C)e^{-t/RC}$. Samples separated by many $RC$ of tracking are therefore uncorrelated. At a sampling rate $f_s$ their variance is spread evenly from 0 to $f_s/2$, with density

$$\frac{kT/C}{f_s/2}=\frac{2kT}{Cf_s}.$$

Noise from far above $f_s/2$ has been folded into this band. A digital filter can remove part of it, but the part that remains no longer depends on $R$.

**5. What the resistance and the capacitance should be chosen for**

At fixed temperature the remaining lever on the noise of a single sample in this model is $C$; averaging several uncorrelated samples is the other route, as section 4 shows. Going from 10 to 40 fF halves the voltage noise to $0.322$ mV, while the charge noise doubles to about 80 electrons.

Lower resistance buys settling speed. After a tracking time of 0.5 ns, the unsettled fraction $e^{-t/RC}$ of a voltage step is $6.7\times10^{-3}$ at 10 kΩ. For a 0.5 V step this is 3.4 mV, above the thermal noise. To bring the error down to the noise, one needs $t\ge RC\ln(0.5/0.6436\times10^{-3})\approx6.66\,RC$, or $R$ below about 7.5 kΩ. These figures are for a linear resistor. For the transistor of section 6 a 0.5 V step is as large as the overdrive, so the switch is nonlinear at first: with a square-law channel, a gate that follows the source and a capacitor discharging toward the source, the time grows by $RC\ln 2$ to $7.35\,RC$, and velocity saturation lengthens it further. Reducing $R$ further improves settling but not the thermal noise.

**6. The proposed wide switch as a real device**

The submission should also count the charge in the channel. At small drain bias $V_d$, a channel of length $L$, width $W$, mobility $\mu$ and charge $Q_{\rm ch}$ carries

$$I=W\mu\,\frac{Q_{\rm ch}}{WL}\,\frac{V_d}{L}=\frac{\mu Q_{\rm ch}}{L^2}V_d,\qquad\text{so}\qquad Q_{\rm ch}=\frac{L^2}{\mu R}.$$

I take rough values for a short-channel silicon switch: $L=100$ nm, $\mu=200$ cm²/Vs, 2.5 nm of oxide and 0.5 V of overdrive, all held fixed while the width varies. At 1 kΩ the width is 0.72 µm. If half the channel charge goes to the capacitor on opening, that is about 1560 electrons, a 25 mV step on 10 fF. At a given signal voltage this step is repeatable and can be largely cancelled, unlike the thermal noise, but it grows as $R$ is lowered. The half share, and with it a growth as $1/R$, holds only when the gate falls quickly compared with $RC$. For a slower fall part of the charge returns through the channel to the source, so the step is smaller and grows more nearly as $R^{-1/2}$. The constant overdrive assumed here requires a gate voltage that follows the signal. With a fixed gate voltage, both $R$ and the step would vary strongly over a 0.5 V signal, which makes cancellation harder. At 100 Ω the half-share estimate is 250 mV, which overstates the step unless the gate falls within about $RC=1$ ps, and the channel capacitance has reached 10 fF, equal to $C$ itself. The assumption of a fixed $C$ then fails, so the 100 Ω row describes the ideal circuit and not this device. At the other end, 10 kΩ requires a width of 0.07 µm, less than the channel length.

The falling gate voltage also couples to $C$ directly, through the overlap capacitance between gate and contact. With an assumed 0.2 fF and a gate swing of 0.5 V after the channel has gone, the extra step is $0.5\times0.2/10.2\approx0.01$ V, or about 10 mV. It belongs in the same budget as the channel charge.

Some further effects are smaller at 1 kΩ:

- The thermal charge scale of the channel, $\sqrt{kTC_{\rm ch}}/e$, is about 13 electrons. Added in full as an independent contribution, it would raise 40 electrons to about 42; if in a fast opening the share reaching $C$ grows linearly along the channel, a third of the variance arrives and the total is about 41. This is an estimate of size, since the division of charge during opening was not modelled.
- An assumed leakage of 10 pA during a 10 ns hold removes 0.6 electrons on average, with 0.8 electrons rms of shot noise.
- A 0.5 V signal at 100 MHz drops 3.1 mV across the switch. This is small beside $kT/e=25.9$ mV, so for this signal the closed switch stays near equilibrium, which is not the case at the start of a 0.5 V step. The drop grows as $R$ rises during opening, so this figure does not establish the assumption of section 3 for that stage.
- At 400 K the charge noise rises to about 46 electrons.
- Classical noise requires $hf\ll kT$. Replacing $kT$ by the Planck energy $hf/(e^{hf/kT}-1)$ lowers the variance by 0.6%. Adding the zero-point energy $hf/2$ and counting the excess over the classical spectrum up to 10 THz gives a rise of 0.02%. That cutoff is a choice: the zero-point integrand falls only as $1/f$, so its integral diverges logarithmically in an ideal $RC$ circuit.

A source driven by an amplifier is a more serious exception, because an amplifier need not be in thermal equilibrium. If the total white noise is $\gamma$ times the thermal value for the same $R$, the integral of section 2 gives $\gamma kT/C$. For a fixed white amplifier noise density $e_n^2$ in series with the switch, $\gamma=1+e_n^2/(4kTR)$, so a lower $R$ then raises the sampled noise, up to the limit set by the amplifier's own bandwidth.

**Requested revision.** The claim of reduced sampled noise should be withdrawn for the circuit as drawn. The wider switch may be defended on settling time, with its injected charge stated alongside. If the authors intend a fixed filter between $C$ and a later sampling point, they should draw it and include the noise it adds. For a passive filter $R_fC_f$ at the same temperature connected directly to $C$, that noise brings the total on the filter's own capacitor back to $kT/C_f$, independent of $R$. Behind a noiseless buffer, with the switch closed, the total is $kT/C_f$ plus the filtered part $(kT/C)\,RC/(RC+R_fC_f)$, and only that part falls with $R$. The full set of values is in the numerical output below.

## Computed values

```
Temperature: 300 K
Capacitance: 10 fF
Thermal voltage noise sqrt(kT/C): 0.6436 mV rms
Thermal charge noise sqrt(kTC)/e: 40.17 electrons rms
Fixed band for comparison: 100 MHz
Tracking time: 0.5 ns
-- Switch resistance: 100 ohm
   time constant RC: 1 ps
   low-frequency density: 1.287 nV/sqrt(Hz)
   noise bandwidth: 250.00 GHz
   integrated total noise: 0.6436 mV rms
   electron-model noise: 40.17 electrons rms
   noise in the fixed band: 12.9 uV rms
   signal settling error (fraction): 7.12e-218
-- Switch resistance: 1000 ohm
   time constant RC: 10 ps
   low-frequency density: 4.070 nV/sqrt(Hz)
   noise bandwidth: 25.00 GHz
   integrated total noise: 0.6436 mV rms
   electron-model noise: 40.17 electrons rms
   noise in the fixed band: 40.7 uV rms
   signal settling error (fraction): 1.93e-22
-- Switch resistance: 10000 ohm
   time constant RC: 100 ps
   low-frequency density: 12.872 nV/sqrt(Hz)
   noise bandwidth: 2.50 GHz
   integrated total noise: 0.6436 mV rms
   electron-model noise: 40.17 electrons rms
   noise in the fixed band: 128.6 uV rms
   signal settling error (fraction): 6.74e-03
Variance / (kT/C) at 0.5 RC from known start: 0.6321
Opening switch, settled start, variance/(kT/C): 1.004
Opening switch, known start, variance/(kT/C): 0.863
Larger capacitor: 40 fF
   its voltage noise: 0.3218 mV rms
   its charge noise: 80.34 electrons rms
MOS switch: length 100 nm, mobility 200 cm2/Vs, oxide 2.5 nm
   overdrive 0.5 V, threshold 0.4 V
   100 ohm: width 7.240 um, channel capacitance 10.00 fF
      half channel charge 15604 electrons, step on C 250.0 mV
      channel thermal charge scale 40.2 electrons rms
   1000 ohm: width 0.724 um, channel capacitance 1.00 fF
      half channel charge 1560 electrons, step on C 25.0 mV
      channel thermal charge scale 12.7 electrons rms
   10000 ohm: width 0.072 um, channel capacitance 0.10 fF
      half channel charge 156 electrons, step on C 2.5 mV
      channel thermal charge scale 4.0 electrons rms
Leakage 10 pA for 10 ns: 0.62 electrons, shot noise 0.79 electrons rms
Oxide field, upper estimate: 3.6 MV/cm
Signal 0.5 V at 100 MHz, drop across 1 kohm switch: 3.14 mV
Thermal voltage kT/e: 25.85 mV
Charge noise at 400 K: 46.38 electrons rms
Quantum change of variance, 100 ohm: Planck only -4.00 %, symmetrised to 10 THz +0.208 %
Quantum change of variance, 1000 ohm: Planck only -0.59 %, symmetrised to 10 THz +0.021 %
```
